# How equal on-site pinning localises heat in a mass-disordered harmonic chain

**Q.** I have a long row of atoms with random masses. On a frictionless support its heat conductance falls slowly with length. If every atom is also tied to the support by a spring, I am told the fall becomes exponential. A few weak extra springs seem too small a change for that. What do they do?

**A.** Start with which vibrations carry heat through a long row. Let neighbours be joined by springs $k$, let atom $n$ have mass $m_n$, and tie each atom to a rigid frame by the same spring $k_0$. The masses are independent, with mean $m$ and relative standard deviation $\varepsilon\ll1$. At both ends the row continues into leads that are the same chain with all masses equal to $m$.

A lead mode of group velocity $v$ brings energy $\hbar\omega$ at a rate $v\,dq/2\pi=d\omega/2\pi$ times its occupation $n(\omega,T)$. Subtracting the flow from the other side, for a small temperature difference, gives

$$G=\int\frac{d\omega}{2\pi}\,\hbar\omega\frac{\partial n}{\partial T}\,\mathcal T(\omega),\qquad \hbar\omega\frac{\partial n}{\partial T}=k_B\left(\frac{y}{\sinh y}\right)^2,\quad y=\frac{\hbar\omega}{2k_BT}.$$

Since $\sinh y\ge y$, the thermal weight never exceeds $k_B$. The length dependence sits in the transmission $\mathcal T$.

**Q.** Then how strongly does one wrong mass reflect a wave?

**A.** Newton's equation at frequency $\omega$ is $m_n\omega^2u_n=k(2u_n-u_{n+1}-u_{n-1})+k_0u_n$. With $\kappa=k_0/k$,

$$u_{n+1}+u_{n-1}=\left(2+\kappa-\frac{m_n\omega^2}{k}\right)u_n .$$

In the leads $u_n=e^{iqn}$ makes the bracket $2\cos q$, so

$$w^2\equiv\frac{m\omega^2}{k}=\kappa+4\sin^2\frac q2 .$$

Now let site 0 have mass $m+\delta m$ and write $\delta=\delta m\,\omega^2/k$. Take $u_n=e^{iqn}+re^{-iqn}$ for $n\le0$ and $u_n=te^{iqn}$ for $n\ge0$. Agreement at $n=0$ gives $r=t-1$. Then

$$u_1+u_{-1}=te^{iq}+e^{-iq}+(t-1)e^{iq}=2te^{iq}-2i\sin q .$$

This must equal $(2\cos q-\delta)t$. Because $2e^{iq}-2\cos q=2i\sin q$,

$$t=\frac{2i\sin q}{2i\sin q+\delta},\qquad \frac1{\mathcal T}=1+\lambda,\qquad \lambda=\frac{(\delta m\,\omega^2)^2}{4k^2\sin^2q}.$$

The numerator is the extra inertial force. The denominator measures how readily the wave carries energy away, since $v=d\omega/dq=k\sin q/(m\omega)$. Their competition at the bottom of the band decides your question.

**Q.** A long row has thousands of such scatterers, and the waves between them interfere. How do you add them?

**A.** Two sections with transmissions $\mathcal T_{1,2}$ and reflections $R_{1,2}=1-\mathcal T_{1,2}$ combine, after summing all internal round trips, to

$$\mathcal T_{12}=\frac{\mathcal T_1\mathcal T_2}{|1-\sqrt{R_1R_2}\,e^{i\phi}|^2}.$$

For weak scattering the phase $\phi$ turns many times before much is reflected, so I average over it uniformly. This fails close to the band edges, to which I return. It also fails near $q=\pi/2$, where the round-trip phase grows by $\pi$ per site and so takes only a few values. There, in the limit of very weak disorder, the true decay is 8 to 9 % slower than the formula below; at $\varepsilon=0.25$ higher orders in $\varepsilon$ partly offset this. For weak pins this does not touch the least localised waves, which are long.

The logarithm of the denominator averages to zero, because $\ln(1-\rho e^{i\phi})$ with $\rho<1$ is a series in $e^{i\phi}$ without a constant term. So $\ln\mathcal T$ adds. To leading order in $\varepsilon$,

$$\langle\ln\mathcal T\rangle=-s,\qquad s=N\langle\lambda\rangle=2\gamma N,\qquad \gamma=\frac{\varepsilon^2w^4}{8\sin^2q}.$$

Here $\gamma$ is the growth rate of the amplitude per site.

**Q.** But an average of a logarithm is not an average conductance.

**A.** Correct, so I bound $\langle\mathcal T\rangle$ from both sides. Jensen's inequality gives $\langle\mathcal T\rangle\ge e^{\langle\ln\mathcal T\rangle}=e^{-s}$.

For the upper side, add one weak site to a section with transmission $\mathcal T$ and reflection $R$. Expanding both square roots in $1/|1-\rho e^{i\phi}|=(1-\rho e^{i\phi})^{-1/2}(1-\rho e^{-i\phi})^{-1/2}$ and averaging leaves $1+\rho^2/4+\dots$, with $\rho^2\simeq R\lambda$. The new site also supplies a factor $1-\lambda/2$, so to first order in $\lambda$

$$\langle\sqrt{\mathcal T'}\rangle_\phi=\sqrt{\mathcal T}\left(1-\frac\lambda2+\frac{R\lambda}4\right)\le\sqrt{\mathcal T}\left(1-\frac\lambda4\right),$$

since $R\le1$. Repetition gives $\langle\sqrt{\mathcal T}\rangle\le e^{-s/4}$. As $\mathcal T\le\sqrt{\mathcal T}$,

$$e^{-s}\le\langle\mathcal T\rangle\le e^{-s/4}.$$

The phase average can be tested on a sensitive quantity. It gives

$$\left\langle\frac1{\mathcal T_{12}}\right\rangle_\phi=\frac{1+R_1R_2}{\mathcal T_1\mathcal T_2}=(1+\lambda_1)(1+\lambda_2)+\lambda_1\lambda_2,$$

so $1+2\lambda$ multiplies from section to section, and $\langle1/\mathcal T\rangle=(1+e^{2s})/2$. For 8000 random rows of 100 atoms with $\varepsilon=0.25$, $\kappa=0.1$ and $q=0.310$, one has $s=0.641$. The formula gives 2.30 and the rows give 2.34.

**Q.** Let me have the unpinned row first. Why does it conduct so well?

**A.** With $\kappa=0$, $w^2=4\sin^2(q/2)$ and $\sin^2q=4\sin^2(q/2)\cos^2(q/2)$, so

$$\langle\lambda\rangle=\frac{\varepsilon^2w^4}{4\sin^2q}=\varepsilon^2\tan^2\frac q2\simeq\frac{\varepsilon^2w^2}{4}.$$

The inertial force falls as $q^2$ and $\sin q$ only as $q$, so reflection disappears at low frequency. A long wave sees the average mass. A row of $N$ atoms therefore always has a window, $w\lesssim2/(\varepsilon\sqrt N)$, in which waves pass.

In a long row this window lies far below $k_BT/\hbar$, so its thermal weight is $k_B$. Put $z=\sqrt s=\varepsilon\sqrt N\,w/2$, hence $dw=2\,dz/(\varepsilon\sqrt N)$:

$$\langle G\rangle\simeq\frac{k_B}{2\pi}\sqrt{\frac km}\int\langle\mathcal T\rangle\,dw=\frac{k_BC}{\pi\varepsilon}\sqrt{\frac{k}{mN}},\qquad C=\int_0^\infty\langle\mathcal T\rangle\,dz .$$

The two bounds put $C$ between $\int_0^\infty e^{-z^2}dz=\sqrt\pi/2=0.886$ and $\int_0^\infty e^{-z^2/4}dz=\sqrt\pi=1.772$. At $N=8000$ random rows with $\varepsilon=0.25$ give 1.085. (The lower bound 0.758 in the numerical output is a weaker one, from $\langle\mathcal T\rangle\ge1/\langle1/\mathcal T\rangle$.) Between $N=1000$ and 8000 the computed power of $N$ is $-0.484$, close to $-1/2$. These results belong to the matched leads chosen here.

**Q.** And when I add the springs?

**A.** The band now starts at $\omega_0=\sqrt{k_0/m}$. At its bottom the extra inertial force does not vanish: it tends to $\delta m\,k_0/m$ per unit displacement, while $\sin q$ still goes to zero. The longest waves, formerly the least reflected, are now strongly reflected.

To find the least localised wave, set $x=\sin^2(q/2)$. Then $w^2=\kappa+4x$ and $\sin^2q=4x(1-x)$, so

$$\gamma=\varepsilon^2\frac{(\kappa+4x)^2}{32\,x(1-x)}.$$

This rises without limit at both ends, so its minimum is inside. Setting the derivative of its logarithm to zero,

$$\frac8{\kappa+4x}=\frac1x-\frac1{1-x}=\frac{1-2x}{x(1-x)} .$$

Cross-multiplying gives $8x-8x^2=\kappa+4x-2\kappa x-8x^2$, and therefore $x=\kappa/(4+2\kappa)$. At this point

$$w_*^2=\kappa+\frac{4\kappa}{4+2\kappa}=\frac{\kappa(4+\kappa)}{2+\kappa},\qquad x(1-x)=\frac{\kappa(4+\kappa)}{4(2+\kappa)^2}.$$

Inserting both,

$$\gamma_{\min}=\frac{\varepsilon^2}{32}\,\frac{\kappa^2(4+\kappa)^2}{(2+\kappa)^2}\,\frac{4(2+\kappa)^2}{\kappa(4+\kappa)}=\frac{\varepsilon^2\kappa(4+\kappa)}8 .$$

No wave in the band escapes this rate, so with $\Delta\omega$ the width of the band

$$\langle G\rangle\le\frac{k_B\Delta\omega}{2\pi}\,e^{-\gamma_{\min}N/2}.$$

From below, $\langle\mathcal T\rangle\ge e^{-2\gamma N}$ near $w_*$. In this weak-disorder theory the mean conductance thus falls exponentially, at a rate per site between $\gamma_{\min}/2$ and $2\gamma_{\min}$.

**Q.** You said the phase average fails at the band edges. Could a well-conducting wave hide there?

**A.** The formula's divergence at the edges is indeed not to be believed. I therefore followed the amplitude directly through 300 random rows with $\varepsilon=0.25$ and $\kappa=0.1$, over 3000 sites, at 37 frequencies from $w^2=0$ to 6. The band of the leads is $0.1\le w^2\le4.1$. The smallest rate found was 0.00324 per site, against $\gamma_{\min}=0.00320$, with a sampling error of about 2 %. No weaker localisation appeared near an edge. This is numerical support there, not a proof.

At $\omega=0$ masses play no part. The solution grows with $\cosh\gamma=1+\kappa/2$, which gives 0.315 per site: an evanescent displacement, not a wave carrying heat.

**Q.** How do I know that losing the low-frequency waves is the cause, rather than some other effect of the springs?

**A.** Take the unpinned row and delete by hand everything below $w=\sqrt\kappa$, the frequency where the pinned band would begin. For $\varepsilon=0.25$ and $\kappa=0.1$ what remains is about 17 % of the classical conductance at $N=1000$ and about 0.15 % at $N=8000$. Between $N=4000$ and 8000 the remainder falls with a local power near $-4$, while the full conductance keeps its slow law. (The 0.24 % and $-3.1$ in the numerical output rest on only 100 rows. A mean this small is dominated by a few transparent rows, so those two figures are not converged.) The low-frequency window is what prevents the exponential fall.

The springs do more than delete, however. For weak pins the unpinned rate at the cut is about $\varepsilon^2\kappa/8$, and $\gamma_{\min}\simeq\varepsilon^2\kappa/2$ is about four times larger, because the waves that remain are also reflected more strongly.

**Q.** So any pinning that opens a gap will do?

**A.** No, a gap alone is not enough. Suppose each pinning spring is proportional to its atom's mass, $k_{0,n}=m_n\Omega^2$. The site equation becomes

$$u_{n+1}+u_{n-1}=\left(2-\frac{m_n\nu^2}{k}\right)u_n,\qquad \nu^2=\omega^2-\Omega^2 .$$

This is the unpinned equation with $\nu$ in place of $\omega$. There is a gap up to $\Omega$, yet at $\omega=\Omega$ all atoms can move together and no mass stands out. The weakly localised waves have been lifted, not removed.

Since $\omega\,d\omega=\nu\,d\nu$, and the window shrinks towards $\nu=0$, the classical conductance of a long row is

$$\langle G\rangle\simeq\frac{k_B}{2\pi\Omega}\int\langle\mathcal T\rangle\,\nu\,d\nu=\frac{k_B}{\pi\Omega}\,\frac{k}{m\varepsilon^2N}\int_0^\infty\langle\mathcal T\rangle\,ds ,$$

where $s=N\varepsilon^2m\nu^2/4k$ was used. The last integral lies between 1 and 4, so the law is $1/N$. For $m\Omega^2/k=1$ and $\varepsilon=0.25$ the computed power between $N=1000$ and 8000 is $-0.94$. Two corrections make the slope shallower than $-1$. The exact weight $1/\sqrt{\Omega^2+\nu^2}$ is smaller than $1/\Omega$, and the exact reflection $\varepsilon^2\tan^2(q/2)$ is larger than the long-wave form $\varepsilon^2m\nu^2/4k$ used in $s$. Both lower the conductance, and both do so most for short rows, whose window is wider.

The lowest vibration shows the contrast. In one row of 600 atoms with $\kappa=0.1$, the participation number $(\sum u_n^2)^2/\sum u_n^4$ is 28 for equal pins and 600 for mass-proportional ones. What matters is whether the disorder vanishes for some wave in the band. With mass-proportional pins it does so at the bottom; with equal pins it does so nowhere.

**Q.** Please put numbers on a row I could imagine making.

**A.** Take a mixed row of metal atoms on an insulating crystal, with equally likely masses of 60 and 100 u. Let $k=30$ N/m, $k_0=3$ N/m, the spacing be 0.25 nm and the temperature 20 K. These are round values for the regime, not data for a particular surface.

Then $m=80$ u, $\varepsilon=20/80=0.25$, $\kappa=0.1$ and $\sqrt{k/m}=1.503\times10^{13}$ rad/s. The band runs from 0.756 to 4.84 THz. The least localised wave has $w_*=\sqrt{0.1\times4.1/2.1}=0.442$, or 1.06 THz, and

$$\gamma_{\min}=\frac{0.0625\times0.1\times4.1}{8}=0.00320,\qquad \frac1{2\gamma_{\min}}=156\ \text{sites}=39\ \text{nm}.$$

The mean conductances at 20 K, in pW/K, are:

| Length (nm) | No pins | Equal pins | Pins ∝ mass |
|---|---|---|---|
| 62.5 | 12.2 | 1.98 | 4.81 |
| 125 | 9.93 | 0.744 | 3.51 |
| 250 | 7.73 | 0.164 | 2.33 |
| 500 | 5.90 | 0.012 | 1.48 |

The standard error is about 10 % for the equal-pin row of 500 nm, 3 % for that of 250 nm, and below 1.5 % elsewhere.

Without disorder the rows would carry 18.9 pW/K unpinned and 9.35 pW/K pinned, so the gap alone costs a factor of two. At 500 nm the unpinned and equal-pin disordered rows differ by a factor of 400 to 500, the range reflecting the sampling error of the equal-pin entry. The bound can be checked at 250 nm, where $N=1000$: $9.35\,e^{-1.60}=1.9$ pW/K, well above the computed 0.164.

In the classical limit the local power of $N$ for equal pins goes from $-1.6$ to $-2.3$ to $-3.8$ over the three doublings. The last figure has a sampling error of about 0.2. It means a fall by about $3.8\ln2\approx2.6$ in the logarithm over 1000 sites, or 0.0025 to 0.0026 per site, inside the predicted range 0.0016 to 0.0064.

**Q.** If I measure one row, should I expect the mean?

**A.** Not necessarily. At the least localised frequency and $N=1000$, $s=6.41$. The mean transmission of 8000 rows is 0.040, while the exponential of the mean logarithm is 0.0016. A few unusually transparent rows raise the mean.

The exponential bound still protects you. By Markov's inequality the chance that $G$ exceeds $e^{aN}\langle G\rangle$ is at most $e^{-aN}$. With $0<a<\gamma_{\min}/2$, nearly every long row therefore has an exponentially small conductance. I would not use $e^{-2\gamma_{\min}N}$ for a single row's $G$, because integrating over frequency collects narrow resonances that a typical fixed frequency misses.

**Q.** When would weak pins fail to show the effect?

**A.** When the row is too short. For $\kappa\ll1$, $1/(2\gamma_{\min})\simeq1/(\varepsilon^2\kappa)$, so at fixed mass disorder halving the pinning spring doubles the length needed. As $\kappa\to0$ that length diverges and the $N^{-1/2}$ law returns. Correlated masses are outside this derivation, since their reflections need not add as independent ones do.

**Q.** What would a real row on a real crystal do to these numbers?

**A.** Six omissions matter, besides the transverse vibrations, which I have left out altogether.

- **Unequal springs.** Atoms of 60 and 100 u are different elements, so their pins and bonds will differ as well. If an atom's pin changes by the fraction $\alpha\,\delta m/m$, the scattering force is $\delta m(\omega^2-\alpha\omega_0^2)$ instead of $\delta m\,\omega^2$. For weak pins and $\alpha<1$ the same minimisation then gives $\gamma_{\min}\simeq\varepsilon^2\kappa(1-\alpha)/2$. With $\alpha=1/2$, that is, pins 12.5 % stiffer for the heavy atoms and 12.5 % softer for the light ones, the rate is halved. At $\alpha=1$ the pins are proportional to mass and the exponential fall is lost. Differences between the bonds scatter too. The numbers above therefore hold only for equal springs.

- **Heat through the crystal.** The leads rest on the crystal too, and it carries heat between them in parallel with the row. In a scalar medium of sound speed $c$, a fully transmitting contact, wide compared with the wavelength, passes $\pi^2k_B^4T^3/(30\hbar^3c^2)$ per unit area. For $c=5000$ m/s and 20 K this is about 3 pW/K per square nanometre, more than the equal-pin row carries at any length in the table. The total heat flow between the leads is therefore not the conductance of the row.

- **Electrons.** One perfectly transmitting electron channel with both spins carries 37.9 pW/K at 20 K, twice the ordered unpinned lattice value. If the row conducts electrically, this could hide the lattice effect.

- **A moving substrate.** An atom pushes the crystal with force $k_0u$. In a scalar elastic medium of density $\rho$ and sound speed $c$, the out-of-phase response at a free surface is about $\omega/(2\pi\rho c^3)$ per unit force. The power lost is $\tfrac12k_0^2u^2\omega^2/(2\pi\rho c^3)$. Dividing by the energy $\tfrac12m\omega^2u^2$ gives the rate $k_0^2/(2\pi m\rho c^3)$. With rough values of 4000 kg/m³ and 5000 m/s this is about $2\times10^{10}$ s⁻¹ for an atom emitting alone. Neighbours do not emit independently, however. With spacing $b$, the phase of the wave runs along the row at speed $\omega b/q$. If this exceeds $c$, the emissions add up in some direction, and in a long ordered row the rate is multiplied by $\pi c/(\omega b)$. If it is below $c$, they cancel, except for what disorder lets out. For the values here the division lies near 1.14 THz. The least localised wave, at 1.06 THz, is on the leaky side: its rate is about nine times that of independent atoms, and its leakage length is only about 13 nm. Waves from about 1.3 THz upward leak, on average, at less than a tenth of this ninefold rate (near 1.3 THz still about 0.6 of the single-atom rate), though single modes of a disordered row can exceed this. The table entries for pinned rows are therefore rigid-frame results, and an exponential fall along a real row would not by itself prove localisation.

- **Anharmonic bonds.** For a Morse bond of inverse range $\beta$, a stretch $d$ changes the spring by the fraction $\eta\simeq-3\beta d$. A changed bond reflects in proportion to $|\eta(e^{iq}-1)^2|=4x|\eta|$, where a changed mass has $\varepsilon w^2$. With a rough $\beta=15$ nm⁻¹, the root-mean-square thermal stretch changes the spring by about 2 % at 20 K and 40 % at 300 K. Treated as frozen and independent from bond to bond, these changes give roughly 0.1 % and 70 % of the mass backscattering at $w_*$. At 20 K mostly long waves are excited, so neighbouring stretches are correlated, which raises the first figure to about 0.4 %, still small. Moving bonds also exchange energy between waves, so the harmonic result should not be carried over to a chip at room temperature.

- **Anharmonic pins.** For a sinusoidal surface potential with the atomic spacing as its period, thermal motion softens the pins by 0.09 % at 20 K and 6 % at 300 K, a smaller correction than that of the bonds. Zero-point motion, which exceeds the thermal part at 20 K, is taken as already contained in $k$ and $k_0$.

The cleanest setting for the effect is thus a cold, electrically insulating row with nearly equal springs, on a stiff, dense support whose own heat flow can be separated from that of the row. The row should be several times longer than $1/(2\gamma_{\min})$ but shorter than the leakage length. The values here do not meet this condition for the least localised wave, which leaks within about 13 nm, while $1/(2\gamma_{\min})$ alone is already 39 nm. In this scalar estimate, a support whose sound speed is clearly above that wave's phase speed of 5.4 km/s would suppress most of the leakage. A real crystal has several sound speeds, and its slower waves can carry energy away too, so the leakage has to be worked out for the support in question.

## Values computed for the example and the checks

```
masses 60 and 100 u, mean 80 u, eps = 0.250
k = 30 N/m, k0 = 3 N/m, kappa = 0.10
spacing 0.25 nm, temperature 20 K
sqrt(k/m) = 1.503e+13 rad/s
pinned band 0.756 to 4.843 THz
least localised frequency 1.057 THz, q = 0.3098 rad
gamma_min formula 0.003203 per site
smallest growth rate in direct sweep 0.003239 per site
growth rate at zero frequency, direct 0.3149 per site
1/(2 gamma_min) = 156.1 sites = 39.0 nm
measured/formula growth rate: pinned 1.014, unpinned 0.999
N=100 at q*: s = 0.641, mean 1/T = 2.335, formula 2.301
N=1000 at q*: s = 6.406, mean T = 0.0403
N=1000 at q*: exp(mean ln T) = 0.00163, bound exp(-s/4) = 0.2016
Langevin / Landauer heat flow (reduced) 0.142059 / 0.142059
power of N, unpinned, N=1000-8000: -0.484
power of N, mass-proportional pins kappa=1: -0.942
local power of N, equal pins, N=250-500, 500-1000, 1000-2000:
   -1.57, -2.30, -3.82
unpinned prefactor 1.085, bounds 0.758 and 1.772
unpinned, share of G above 0.756 THz:
   N=1000: 0.1744, N=2000: 0.0733, N=4000: 0.0151, N=8000: 0.0024
local power of that share's conductance, N=4000-8000: -3.13
lowest mode of 600 atoms, atoms taking part: equal pins 27.8,
   mass-proportional pins 600.0
ordered row, 20 K: unpinned 18.92, pinned 9.35 pW/K
mean G at 20 K in pW/K (+- standard error):
 N=250, 62.5 nm: unpinned 12.162+-0.037
   equal pins 1.9756+-0.0146, mass-prop. pins 4.813+-0.023
 N=500, 125.0 nm: unpinned 9.932+-0.041
   equal pins 0.7442+-0.0101, mass-prop. pins 3.507+-0.024
 N=1000, 250.0 nm: unpinned 7.729+-0.039
   equal pins 0.1638+-0.0051, mass-prop. pins 2.334+-0.020
 N=2000, 500.0 nm: unpinned 5.897+-0.040
   equal pins 0.0124+-0.0013, mass-prop. pins 1.475+-0.019
bond potential inverse range (rough) 15 per nm
20 K: thermal bond change 0.43 pm, spring change 1.9 %
   bond/mass backscattering 0.0014, pin softening 0.09 %
300 K: thermal bond change 9.35 pm, spring change 42.1 %
   bond/mass backscattering 0.6735, pin softening 6.01 %
substrate (rough): 4000 kg/m3, 5000 m/s
leak rate 2.16e+10 1/s, leak length 120 nm
one ballistic electron channel, both spins: 37.9 pW/K
```
